Silicon Film Thickness for a Planar TE Luneburg Lens

**Problem**

A silicon film lies on oxide, with air above. Light of vacuum wavelength λ = 1550 nm travels along the film in its lowest TE mode, TE0, whose electric field lies in the film plane. The refractive indices are n_f = 3.48 (silicon), n_s = 1.444 (oxide) and n_c = 1 (air). A circular region of radius R = 20 µm is to act as a Luneburg lens. Its effective index N must obey

N²(r) = N_e² (2 − r²/R²), N_e = 1.9,

and the film outside keeps the edge thickness, so that N = N_e there. Find the thickness h(r), and verify by ray tracing where a parallel beam is focused.

**A tempting solution**

The required index at the centre is 1.9√2 = 2.6870, and at the edge it is 1.9. The thickness that gives each index follows from the mode condition.

Let z be the height above the oxide and k0 = 2π/λ. In a uniform film the TE field obeys

E'' + k0² n²(z) E = k0² N² E.

Define

q² = n_f² − N², γ_s² = N² − n_s², γ_c² = N² − n_c².

The field is proportional to exp(k0γ_s z) in the oxide, to cos(k0 q z − φ_s) in the film and to exp[−k0γ_c(z − h)] in the air. Both E and E' are continuous, because E' is proportional to the tangential magnetic field. Equating E'/E at the two faces gives

z = 0: γ_s = q tan φ_s,
z = h: γ_c = q tan(k0 q h − φ_s).

The lowest mode takes the smallest phase, so

k0 q h = atan(γ_s/q) + atan(γ_c/q). (1)

With k0 = 0.0040537 per nm, the two thicknesses are

centre: h = (0.7976 + 0.8454)/(0.0040537 × 2.2114) = 183.3 nm,
edge: h = (0.4006 + 0.5060)/(0.0040537 × 2.9155) = 76.7 nm.

So far this is correct. The tempting step comes next. Since N² falls linearly with r², let the thickness do the same:

h(r) = 183.3 nm − (106.6 nm) r²/R².

This profile has the right index at the centre and at the edge. Rays traced through it nevertheless fail to meet. The ray entering at height b = 0.1R crosses the axis 1518 nm beyond the rim, while the ray at b = 0.9R crosses it 755 nm before the rim.

**Where the fault lies**

A thickness linear in r² gives N² linear in r² only if N² is linear in h. To see whether it is, differentiate (1) with respect to N. From the definitions,

dq/dN = −N/q, dγ/dN = N/γ,

where γ is either γ_s or γ_c. Hence

d atan(γ/q)/dN = [q(N/γ) + γ(N/q)]/(q² + γ²) = N/(qγ),

because q/γ + γ/q = (q² + γ²)/(qγ). Equation (1) then gives

k0 q dh/dN − k0 h N/q = (N/q)(1/γ_s + 1/γ_c).

Move the second term to the right and divide by k0 q:

dh/dN = N h_eff/q², h_eff = h + 1/(k0γ_s) + 1/(k0γ_c). (2)

The length h_eff is the film thickness plus the two decay lengths of the field outside it. Therefore

d(N²)/dh = 2N dN/dh = 2q²/h_eff.

This is 2 × 4.890/391.1 = 0.0250 per nm at the centre and 2 × 8.500/429.2 = 0.0396 per nm at the edge. It is far from constant, so the linear step fails.

The same numbers explain the two opposite focal errors. As shown below, the pull on a ray towards the centre is r/R² times −d(N²)/d(r²/R²), so at a given r it is proportional to this derivative. A Luneburg lens needs this quantity to be N_e² = 3.61 everywhere. The parabolic film gives 0.0250 × 106.6 = 2.67 at the centre and 0.0396 × 106.6 = 4.22 at the edge. The ray at b = 0.9R stays in the outer part of the lens, where the pull is too strong, and it crosses early. The ray at b = 0.1R passes through both regions. Its late crossing in the ray trace shows that the weak centre prevails.

**The right thickness**

No interpolation is needed. Equation (1) is already solved for h, so insert the required index at each radius:

h(r) = [atan(γ_s/q) + atan(γ_c/q)]/(k0 q), with N = N_e √(2 − r²/R²).

At r = 10 µm, for example, N = 1.9√1.75 = 2.5135. The profile is

r = 0: h = 183.3 nm
r = 4 µm: h = 177.6 nm
r = 8 µm: h = 161.7 nm
r = 10 µm: h = 150.8 nm
r = 12 µm: h = 138.3 nm
r = 16 µm: h = 109.8 nm
r ≥ 20 µm: h = 76.7 nm

At 10 µm the parabolic film would have been 183.3 − 106.6/4 = 156.6 nm thick, which is 5.8 nm too much.

The design has limits at both ends. As √2 N_e approaches n_f, q tends to zero at the centre and the required thickness diverges. Well before that, once N_e exceeds about 2.11, the centre also guides the next mode, TE1. As N_e approaches n_s, the decay length in the oxide diverges at the edge and the mode is no longer confined. A given starting film sets a tighter upper limit. A 220 nm film has N = 2.835, so etching it can produce edge indices up to 2.835/√2 = 2.00. The value 1.9 fits.

**Why the rays meet**

If the thickness varies slowly, write the field as a local film mode times an in-plane amplitude ψ(x,y). Neglecting the change of mode shape with position, and any change of polarisation, gives

∇²ψ + k0² N²(x,y) ψ = 0.

For a lens much larger than the wavelength, the rays of this equation obey

d/ds (N d**r**/ds) = ∇N,

where s is arc length. Introduce τ by ds = N dτ. Then N d**r**/ds = d**r**/dτ and d/ds = (1/N) d/dτ, so

d²**r**/dτ² = N∇N = ∇(N²/2).

For the Luneburg index this becomes

d²**r**/dτ² = −(N_e/R)² **r**,

which is a harmonic oscillator. Let a ray travel along +x and enter at height b = R sin α. The index is continuous at the rim, so the ray is not refracted there. With φ = N_e τ/R, the initial conditions are

**r** = **r**_in = (−R cos α, R sin α), d**r**/dφ = (R, 0).

The second follows from |d**r**/dτ| = N_e at the rim. The solution is

**r** = **r**_in cos φ + (R, 0) sin φ.

At φ = π/2 the ray is at (R, 0), whatever its entry height. It has not left the lens earlier, because

r² = R² − R² cos α sin 2φ

is less than R² for 0 < φ < π/2. Its final direction is d**r**/dφ = −**r**_in = (R cos α, −R sin α), so it arrives at angle α to the axis. An axial ray goes straight through, and in the limit b → R the ray follows the rim.

The optical paths are also equal. Inside the lens N² = N_e²(1 + cos α sin 2φ), and

∫N ds = ∫N² dτ = N_e R ∫(1 + cos α sin 2φ) dφ = N_e R(π/2 + cos α),

with φ running from 0 to π/2. From the plane x = −R to the entry point the path is N_e R(1 − cos α). The sum is

N_e R(1 + π/2) = 1.9 × 20 µm × 2.5708 = 97.69 µm.

**Ray tracing through the designed film**

The ray trace should start from the thickness, not from the index law that produced it. The mode equation was therefore solved by finite differences for a set of thicknesses and interpolated to the designed profile. The resulting index differs from the Luneburg law by at most 2.2 × 10⁻⁷.

Rays entering at b/R = 0.1, 0.3, 0.5, 0.7 and 0.9 were then integrated numerically through this index. All five cross the axis at x = 20.000 µm, the rim point opposite the entry side. Their arrival angles are 5.74°, 17.46°, 30.00°, 44.43° and 64.16°, as sin α = b/R requires, and their optical paths are all 97.69 µm.

The wave focus has a finite width. Equal power per entry height means power per angle proportional to cos α, since db = R cos α dα. Adding plane waves in phase with amplitudes √(cos α) gives an estimated full width at half maximum of 329 nm for |ψ|², where ψ describes the magnetic field normal to the film. The electric field lies in the plane and turns with each ray, so its focus is wider: about 390 nm for the component across the axis and about 640 nm for the total |E|². By comparison, the parabolic film makes the worst of these five rays miss the focus by about 680 nm, and rays nearer the rim miss by more, about 1040 nm at b = 0.95R.

**What the slow-variation assumption costs**

Differentiating N² gives N dN/dr = −N_e² r/R². With (2), the surface slope is

|dh/dr| = N_e² r h_eff/(R² q²).

It is largest at the rim, where it is 0.0091. The normalised mode shape changes there by 0.0065 per nm of thickness. The TE1 mode needs 269.5 nm of silicon, so the other TE waves are radiation, separated in propagation constant by at least k0(N_e − n_s). Taking this smallest separation for all the radiation gives, to first order, an upper estimate of the radiated amplitude:

0.00911 × 0.00650/(0.0040537 × 0.456) = 0.032,

which is a power fraction of 1.0 × 10⁻³. This is a local estimate at the rim, not the total loss. At fixed indices it scales as 1/R², so a much smaller lens would violate the assumption.

The TM0 mode is guided where the film is thicker than 103.2 nm, that is, for r < 16.8 µm. There its index lies below that of TE0. The gap is smallest at the TM0 cutoff, where it is 2.158 − 1.444 = 0.714, so the beat length is at most about 2.2 µm. This is short compared with R, which hinders a build-up of TM light, but the conversion itself was not calculated.

**The lens beside a real film**

A 220 nm silicon film on roughly 2 µm of oxide is a common platform at this wavelength, and the indices used are rough typical values. The lens requires a smoothly graded etch, 37 nm deep at the centre and 143 nm deep at the edge and outside. The design relies on accurate thickness, and errors of a few nanometres are realistic. If the whole film, inside and outside the lens, is 2 nm too thick, the focus moves outward by about 0.3 µm and the worst traced ray misses the design point by 265 nm. The reason is that multiplying N everywhere by one factor leaves the ray paths unchanged, so only relative changes matter. Here N rises by 1.1% at the edge but by 0.34% at the centre, which weakens the lens. A film 2 nm too thin moves the focus inward by nearly the same amount. The miss is thus about 130 nm per nm of error, and keeping it below half the width of |ψ|², 165 nm, requires a uniform error below about 1.2 nm for this lens. An error that grows with etch depth does more harm: an etch 2% too deep everywhere, which is 2.9 nm at the edge but 0.7 nm at the centre, gives a worst miss of about 530 nm.

Moderate changes of wavelength and temperature matter less. With the film held at its design thickness, a wavelength 20 nm longer gives a worst miss of 43 nm, taking the silicon index to fall by roughly 8 × 10⁻⁵ per nm. Heating by 50 K gives 18 nm for the five rays and about 30 nm at b = 0.99R, for a rise of roughly 1.8 × 10⁻⁴ per K in the silicon index; the oxide index is held fixed, which changes these values by a few nanometres. At the edge, the evanescent intensity falls to 2 × 10⁻⁹ of its value across 2 µm of oxide, so coupling to the silicon substrate should be weak. Roughness and absorption are not included. The full profile and the individual ray results are in the numerical output.

Numbers as computed

```
Wavelength 1550 nm; indices Si 3.48, oxide 1.444, air 1.0
Lens radius 20 um; edge index 1.9; centre index 2.6870
centre: q 2.2114, gs 2.2660, gc 2.4940
centre: atan terms 0.7976, 0.8454 rad; h 183.28 nm
centre: h_eff 391.1 nm; dN/dh 0.00465 per nm
edge: q 2.9155, gs 1.2349, gc 1.6155
edge: atan terms 0.4006, 0.5060 rad; h 76.71 nm
edge: h_eff 429.2 nm; dN/dh 0.01042 per nm
r (um) | N | thickness (nm) | etch depth from 220 nm (nm)
   0 | 2.6870 | 183.28 | 36.72
   2 | 2.6803 | 181.84 | 38.16
   4 | 2.6600 | 177.61 | 42.39
   6 | 2.6259 | 170.80 | 49.20
   8 | 2.5773 | 161.74 | 58.26
  10 | 2.5135 | 150.80 | 69.20
  12 | 2.4332 | 138.32 | 81.68
  14 | 2.3348 | 124.60 | 95.40
  16 | 2.2158 | 109.82 | 110.18
  18 | 2.0727 | 93.97 | 126.03
  20 | 1.9000 | 76.71 | 143.29
Largest index error, mode solver vs design: 2.2e-07
Largest surface slope 0.00911 at r = 20.0 um
Cutoff thickness: TE1 269.5 nm, TM0 103.2 nm
N of full 220 nm film 2.8349; largest edge index 2.0046
b/R | axis crossing (um) | arrival angle (deg) | optical path (um)
0.1 | 20.0000 | 5.74 | 97.6903
0.3 | 20.0000 | 17.46 | 97.6903
0.5 | 20.0000 | 30.00 | 97.6903
0.7 | 20.0000 | 44.43 | 97.6903
0.9 | 20.0000 | 64.16 | 97.6902
Predicted optical path 97.6903 um
Largest ray miss at focus, design: 0.00 nm
Case | N centre/edge | focus shift b=0.1R, 0.9R (nm) | worst miss (nm)
parabolic film | 1.4142 | 1518, -755 | 677
film +2 nm | 1.4037 | 339, 299 | 265
film -2 nm | 1.4250 | -334, -288 | 259
wavelength +20 nm | 1.4159 | -97, -23 | 43
heating +50 K | 1.4147 | -4, -21 | 18
Diffraction width of focus (half maximum): 329 nm
Mode change |dE/dh| at rim: 0.00650 per nm
Radiation admixture at rim (power fraction): 1.0e-03
TM0 guided inside r = 16.8 um; smallest TE-TM gap 0.723
Longest TE-TM beat length 2.14 um
Intensity factor across 2 um oxide at rim: 2.0e-09
```
